# Thermal resistance of a metal line from its third-harmonic voltage: verification in Python

```python
"""
Third-harmonic measurement of the thermal resistance of a metal line.

Result under test: a current I0 cos(w t) through a line of resistance
R = R0 (1 + alpha * mean temperature rise) gives, for weak quasi-static
self-heating, a third-harmonic voltage amplitude
        V3 = I0^3 R0^2 alpha Rth / 4,   so   Rth = 4 V3 / (I0^3 R0^2 alpha).
R0, alpha : resistance and its temperature coefficient, both at ambient T0
Rth       : length-averaged temperature rise per watt of uniform heating
eps       : alpha Rth R0 I0^2, the small parameter of weak heating
g         : heat lost per unit length and kelvin from line to substrate
SI units are used inside; conversions are made only for printing.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import dblquad, solve_ivp
from scipy.linalg import solve_banded

# ---------- example: tungsten line on oxide over silicon (rough values) ----
length, width, thick = 50e-6, 200e-9, 100e-9
t_oxide = 300e-9
T0 = 300.0
resistivity = 12e-8          # thin tungsten, ohm m
alpha = 2.0e-3               # thin tungsten, 1/K
beta = 1.0e-6                # quadratic coefficient of R(T), 1/K^2
gamma = 1.0e-3               # relative slope of oxide conductivity, 1/K
g = 2.0                      # W/(m K)
heat_cap_W, heat_cap_ox = 2.6e6, 1.65e6      # J/(m^3 K)
k_ox, k_si, diff_si = 1.3, 148.0, 9.0e-5     # W/(m K), W/(m K), m^2/s
freq, I_main = 200.0, 1.0e-3
R_source, distortion = 1.0e5, 1.0e-5

area = width * thick
omega = 2 * np.pi * freq
R0 = resistivity * length / area
lorenz = np.pi**2 / 3 * (const.k / const.e)**2
kappa = lorenz * T0 / resistivity
decay = np.sqrt(kappa * area / g)
u_end = length / (2 * decay)
Rth = (1 - np.tanh(u_end) / u_end) / (g * length)

phase = 2 * np.pi * np.arange(64) / 64


def harmonic(samples, n):
    """Complex amplitude: cos(n x - d) gives exp(-i d)."""
    return 2 * np.mean(samples * np.exp(-1j * n * phase))


def V3_law(I0):
    return I0**3 * R0**2 * alpha * Rth / 4


# ---------- distributed line with cold ends and local heating feedback -----
n_cells = 2000
dx = length / n_cells


def mean_rise(current, feedback=True):
    source = current**2 * R0 / length
    bands = np.zeros((3, n_cells - 1))
    bands[0, 1:] = bands[2, :-1] = -kappa * area / dx**2
    bands[1] = 2 * kappa * area / dx**2 + g
    if feedback:
        bands[1] -= source * alpha
    rise = solve_banded((1, 1), bands, np.full(n_cells - 1, source))
    return rise.sum() / n_cells


def line_voltage(I0):
    currents = I0 * np.cos(phase)
    return np.array([i * R0 * (1 + alpha * mean_rise(i)) for i in currents])


# thermal resistance from its definition against the closed formula
Rth_numeric = mean_rise(I_main, feedback=False) / (I_main**2 * R0)
assert abs(Rth_numeric / Rth - 1) < 1e-4

# the main law in the weak-heating limit
V3_weak = harmonic(line_voltage(1e-4), 3)
assert abs(V3_weak / V3_law(1e-4) - 1) < 2e-4

# simulated measurement at four currents
I_set = np.array([0.25e-3, 0.5e-3, 1.0e-3, 2.0e-3])
waves = [line_voltage(i) for i in I_set]
V3_set = np.array([harmonic(v, 3).real for v in waves])
V1_set = np.array([harmonic(v, 1).real for v in waves])
Rth_set = 4 * V3_set / (I_set**3 * R0**2 * alpha)
Rth_extrap = (4 * Rth_set[0] - Rth_set[1]) / 3
exponent = np.log2(V3_set[2] / V3_set[1])
excess_ratio = (V1_set - I_set * R0) / V3_set
assert abs(Rth_extrap / Rth_numeric - 1) < 1e-4
assert abs(exponent - 3) < 0.02
assert abs(excess_ratio[0] - 3) < 3e-3
eps = alpha * Rth * R0 * I_main**2
assert abs((Rth_set[2] / Rth - 1) / (1.25 * eps) - 1) < 0.05

# rms form: the factor 1/4 becomes 1/2
I_rms = np.sqrt(np.mean((I_set[0] * np.cos(phase))**2))
third_wave = np.real(harmonic(waves[0], 3) * np.exp(3j * phase))
V3_rms = np.sqrt(np.mean(third_wave**2))
assert abs(V3_rms / (I_rms**3 * R0**2 * alpha * Rth / 2) - 1) < 1e-3


# ---------- lumped line: nonlinear corrections -----------------------------
def lumped_resistance(current, b=0.0, c=0.0):
    """Self-consistent R with quadratic term b and insulator slope c."""
    rise = np.zeros_like(current)
    for _ in range(80):
        res = R0 * (1 + alpha * rise + b * rise**2)
        rise = Rth * current**2 * res / (1 + c * rise / 2)
    return R0 * (1 + alpha * rise + b * rise**2)


I_small = 1e-4
theta_small = Rth * R0 * I_small**2
for b, c in [(0, 0), (4e-6, 0), (0, 3e-3), (beta, gamma)]:
    i_t = I_small * np.cos(phase)
    v3 = harmonic(i_t * lumped_resistance(i_t, b, c), 3).real
    slope = (v3 / V3_law(I_small) - 1) / theta_small
    assert abs(slope - 1.25 * (alpha + b / alpha - c / 2)) < 0.01 * alpha

# ---------- finite source resistance ---------------------------------------
I_test = 0.25e-3
for Rs in (R0 / 3, 3 * R0):
    i_t = I_test * np.cos(phase)
    for _ in range(60):
        i_t = I_test * (Rs + R0) * np.cos(phase) / (Rs + lumped_resistance(i_t))
    v3 = harmonic(i_t * lumped_resistance(i_t), 3).real
    assert abs(v3 / V3_law(I_test) / (Rs / (Rs + R0)) - 1) < 3e-3

# ---------- thermal lag: time integration, rise in units of Rth R0 I0^2 ----
eps_t = 1e-3
lag_table = []
for wt in (0.01, 0.5, 2.0):
    def rate(x, y, wt=wt):
        return (np.cos(x)**2 * (1 + eps_t * y) - y) / wt
    start = 2 * np.pi * np.ceil(30 * wt / (2 * np.pi))
    sol = solve_ivp(rate, (0, start + 2 * np.pi), [0.0], method="DOP853",
                    t_eval=start + phase, rtol=1e-9, atol=1e-12)
    extra = np.cos(phase) * sol.y[0]
    h = 1 / (1 + 2j * wt)
    third, first = harmonic(extra, 3), harmonic(extra, 1)
    assert abs(4 * third - h) < 3e-3
    assert abs(first - (0.5 + h / 4)) < 3e-3
    lag_table.append((wt, abs(4 * third), -np.degrees(np.angle(third)),
                      first.real / abs(third)))

# ---------- sizes of neglected effects -------------------------------------
theta0 = Rth * R0 * I_main**2
tau = heat_cap_W * area / g + t_oxide**2 * heat_cap_ox / k_ox

# silicon: uniformly heated strip on a half-space, mean rise per watt
strip = width + 2 * t_oxide
mean_inv_r = dblquad(
    lambda z, v: 4 * (1 - v) * (1 - strip * v * np.sinh(z) / length) / length,
    0, 1, 0, lambda v: np.arcsinh(length / (strip * v)))[0]
R_si = mean_inv_r / (2 * np.pi * k_si)
R_si_log = (np.log(2 * length / strip) + 0.5) / (np.pi * k_si * length)
assert abs(R_si / R_si_log - 1) < 5e-3

# part of the silicon response that is too slow to follow the heating at 2w
q_wave = np.sqrt(2j * omega / diff_si)
s = (np.arange(4000) + 0.5) / 4000
slow = np.mean(2 * (1 - s) * (1 - np.exp(-q_wave * length * s)) / (length * s))
R_slow = abs(slow) / (2 * np.pi * k_si)

# mean rise inside the metal above its cooled lower face
z, zz, q, k, t = sp.symbols("z zz q k t", positive=True)
profile = sp.integrate(q * (t - zz) / k, (zz, 0, z))
assert sp.simplify(sp.integrate(profile, (z, 0, t)) / t - q * t**2 / (3 * k)) == 0
R_inner = thick / (3 * kappa * width * length)

# ---------- output ---------------------------------------------------------
pct = 100 / Rth
print(f"Line length, width, thickness: {length*1e6:.0f} um, "
      f"{width*1e9:.0f} nm, {thick*1e9:.0f} nm")
print(f"Oxide thickness: {t_oxide*1e9:.0f} nm; ambient T0: {T0:.0f} K")
print(f"Resistivity: {resistivity*1e8:.1f} uohm cm; alpha: {alpha:.4f} 1/K")
print(f"Heat-loss coefficient g: {g:.2f} W/(m K)")
print(f"Frequency: {freq:.0f} Hz; current amplitude: {I_main*1e3:.2f} mA")
print(f"Peak current density: {I_main/area*1e-10:.2f} MA/cm2")
print(f"Cold resistance R0: {R0:.1f} ohm")
print(f"Metal thermal conductivity (Wiedemann-Franz): {kappa:.1f} W/(m K)")
print(f"Thermal decay length: {decay*1e6:.3f} um")
print(f"1/(g L), no end cooling: {1/(g*length):.0f} K/W")
print(f"Rth from formula: {Rth:.1f} K/W")
print(f"Rth from finite differences: {Rth_numeric:.1f} K/W")
print(f"Apparent g = 1/(Rth L): {1/(Rth*length):.3f} W/(m K)")
print(f"Peak power I0^2 R0: {I_main**2*R0*1e3:.3f} mW")
print(f"Peak mean rise theta0: {theta0:.3f} K; eps: {eps:.5f}")
print(f"First-harmonic voltage I0 R0: {I_main*R0*1e3:.1f} mV")
print(f"V3 from the law: {V3_law(I_main)*1e6:.2f} uV amplitude, "
      f"{V3_law(I_main)/np.sqrt(2)*1e6:.2f} uV rms")
print("Simulated measurement: I0 (mA), V3 (uV), apparent Rth (K/W), "
      "error (%), (V1-I0R0)/V3")
for i, v, r, e in zip(I_set, V3_set, Rth_set, excess_ratio):
    print(f"  {i*1e3:.2f}  {v*1e6:.3f}  {r:.1f}  {100*(r/Rth-1):.3f}  {e:.4f}")
print(f"Rth extrapolated to zero current: {Rth_extrap:.1f} K/W")
print(f"Power of I0 in V3 between 0.5 and 1 mA: {exponent:.4f}")
print("Thermal lag: w tau, V3 / quasi-static V3, lag (deg), "
      "in-phase V1 excess / |V3|")
for row in lag_table:
    print(f"  {row[0]:.2f}  {row[1]:.4f}  {row[2]:.2f}  {row[3]:.3f}")
print("Sizes of neglected effects at the main current:")
print(f"  heating feedback on V3: {125*alpha*theta0:+.3f} %")
print(f"  curvature of R(T), beta {beta:.1e} 1/K2: "
      f"{125*beta/alpha*theta0:+.3f} %")
print(f"  oxide conductivity slope {gamma:.1e} 1/K: "
      f"{-125*gamma/2*theta0:+.3f} %")
print(f"  line and oxide thermal time: {tau*1e6:.3f} us; "
      f"2 w tau: {2*omega*tau:.2e}")
print(f"  silicon spreading resistance: {R_si:.1f} K/W = {R_si*pct:.2f} % of Rth")
print(f"  slow part of silicon response: {R_slow:.2f} K/W = "
      f"{R_slow*pct:.3f} % of Rth")
print(f"  rise inside the metal: {R_inner:.1f} K/W = {R_inner*pct:.2f} % of Rth")
print(f"  source resistance {R_source/1e3:.0f} kohm: "
      f"{100*(R_source/(R_source+R0)-1):+.3f} %")
for i in (I_set[0], I_main):
    spurious = distortion * i * R0
    print(f"  source distortion {distortion:.0e} at {i*1e3:.2f} mA: "
          f"{spurious*1e6:.3f} uV = {100*spurious/V3_law(i):.2f} % of V3")
print(f"  Rth change at 375 K from oxide slope: "
      f"{100*(1/(1+gamma*(375-T0))-1):+.1f} %")
print("ALL CHECKS PASSED")
```

Printed output:

```
Line length, width, thickness: 50 um, 200 nm, 100 nm
Oxide thickness: 300 nm; ambient T0: 300 K
Resistivity: 12.0 uohm cm; alpha: 0.0020 1/K
Heat-loss coefficient g: 2.00 W/(m K)
Frequency: 200 Hz; current amplitude: 1.00 mA
Peak current density: 5.00 MA/cm2
Cold resistance R0: 300.0 ohm
Metal thermal conductivity (Wiedemann-Franz): 61.1 W/(m K)
Thermal decay length: 0.782 um
1/(g L), no end cooling: 10000 K/W
Rth from formula: 9687.4 K/W
Rth from finite differences: 9687.4 K/W
Apparent g = 1/(Rth L): 2.065 W/(m K)
Peak power I0^2 R0: 0.300 mW
Peak mean rise theta0: 2.906 K; eps: 0.00581
First-harmonic voltage I0 R0: 300.0 mV
V3 from the law: 435.93 uV amplitude, 308.25 uV rms
Simulated measurement: I0 (mA), V3 (uV), apparent Rth (K/W), error (%), (V1-I0R0)/V3
  0.25  6.815  9691.8  0.046  2.9995
  0.50  54.592  9705.3  0.184  2.9982
  1.00  439.168  9759.3  0.742  2.9926
  2.00  3593.009  9980.6  3.026  2.9704
Rth extrapolated to zero current: 9687.4 K/W
Power of I0 in V3 between 0.5 and 1 mA: 3.0080
Thermal lag: w tau, V3 / quasi-static V3, lag (deg), in-phase V1 excess / |V3|
  0.01  1.0011  1.15  2.999
  0.50  0.7077  45.02  3.535
  2.00  0.2427  75.97  8.488
Sizes of neglected effects at the main current:
  heating feedback on V3: +0.727 %
  curvature of R(T), beta 1.0e-06 1/K2: +0.182 %
  oxide conductivity slope 1.0e-03 1/K: -0.182 %
  line and oxide thermal time: 0.140 us; 2 w tau: 3.52e-04
  silicon spreading resistance: 229.4 K/W = 2.37 % of Rth
  slow part of silicon response: 5.51 K/W = 0.057 % of Rth
  rise inside the metal: 54.6 K/W = 0.56 % of Rth
  source resistance 100 kohm: -0.299 %
  source distortion 1e-05 at 0.25 mA: 0.750 uV = 11.01 % of V3
  source distortion 1e-05 at 1.00 mA: 3.000 uV = 0.69 % of V3
  Rth change at 375 K from oxide slope: -7.0 %
ALL CHECKS PASSED
```
